\section*{Berry-Curvature Splitting of the 2p States of a Massive Dirac Exciton, part 1}

(Sections cited here and not found follow in the second part.)

\section{First half: from the pair equation to the curvature term}

\subsection{A pair bound by a spring}

Take an electron and a hole in two dimensions, bound by the potential energy $V(r)=\tfrac12\lambda r^2$ with $\lambda>0$, where $\mathbf r$ is the electron position minus the hole position. If both particles had no internal structure, the states with angular momentum $m=+1$ and $m=-1$ would be degenerate. We now give them the structure of a massive Dirac band,
\begin{equation}
H_\tau=\hbar v(\tau k_x\sigma_x+k_y\sigma_y)+\tfrac12E_g\sigma_z,
\qquad a=\frac{\hbar v}{E_g},
\label{dirac}
\end{equation}
where $\tau=\pm1$ labels the valley, $E_g>0$ is the gap and the Pauli matrices act on two orbitals. The length $a$ measures how fast the orbital content changes with wavevector.

Near $\mathbf k=0$ the off-diagonal element of $H_\tau$ is a small perturbation. Let $\varphi$ be the polar angle of $\mathbf k$. The element is
\begin{equation}
\hbar v(\tau k_x-ik_y)=\tau\hbar v(k_x-i\tau k_y)=\tau\hbar v\,k e^{-i\tau\varphi},
\label{offdiag}
\end{equation}
because $\tau^2=1$. Dividing by the energy difference $E_g$ gives the admixtures
\begin{equation}
u_c\simeq\begin{pmatrix}1\\ \tau ak e^{i\tau\varphi}\end{pmatrix},\qquad
u_v\simeq\begin{pmatrix}-\tau ak e^{-i\tau\varphi}\\ 1\end{pmatrix},
\label{smallspinor}
\end{equation}
up to normalization factors $1-a^2k^2/2$. A hole is a missing valence electron, so its orbital amplitude is $u_v^*$. The pair therefore has four components,
\begin{equation}
\Psi_{ij}(\mathbf k)=\phi(\mathbf k)\,u_{c,i}(\mathbf k)\,u^*_{v,j}(\mathbf k),
\qquad \phi=f(k)e^{im\varphi},
\label{four}
\end{equation}
with $\int d^2k\,|\phi|^2/(2\pi)^2=1$. The main component, $ij=12$, has angular dependence $e^{im\varphi}$. Components 11 and 22 have magnitude $akf$ and angular dependence $e^{i(m+\tau)\varphi}$. Component 21 is of order $a^2$ and adds only order $a^4$ to the energy.

The spring acts on the separation and not on the orbitals. In momentum space $\mathbf r=i\nabla_k$, so the potential energy is $\tfrac12\lambda\sum_{ij}\int|\nabla_k\Psi_{ij}|^2d^2k/(2\pi)^2$. A function $g(k)e^{il\varphi}$ has $|\nabla_kg e^{il\varphi}|^2=g'^2+l^2g^2/k^2$. For each small component the angular part is
\begin{equation}
\frac{(m+\tau)^2(akf)^2}{k^2}=a^2(m^2+2m\tau+1)f^2 .
\end{equation}
The part odd in $m$ is $2m\tau a^2f^2$. There are two such components, and the spring supplies $\lambda/2$, so
\begin{equation}
E_{\rm odd}=\frac{\lambda}{2}\cdot2\cdot2m\tau a^2=2m\tau a^2\lambda,
\qquad E(+1)-E(-1)=4\tau a^2\lambda .
\label{spring}
\end{equation}
The band energies and the main component are even in $m$. The splitting comes from the small components, whose angular momentum is $m+\tau$ instead of $m$. It changes sign with the valley. For a general central potential $\lambda$ will be replaced by the average of $V'(r)/r$, which is constant for the spring.

\subsection{The projected pair equation}

We now derive the pair equation for a general interaction. Spin is a spectator, the pair has zero total momentum, and both particles lie in one valley. Let $U(q)>0$ be the statically screened repulsion between electrons, assumed independent of the orbital. The interaction operator is
\begin{equation}
H_U=\frac{1}{2S}\sum_{\mathbf q}U(q):\!\rho_{\mathbf q}\rho_{-\mathbf q}\!:,\quad
\rho_{\mathbf q}=\sum_{\mathbf k,bb'}\langle u_{b,\mathbf k+\mathbf q}|u_{b'\mathbf k}\rangle
c^\dagger_{b,\mathbf k+\mathbf q}c_{b'\mathbf k},
\end{equation}
with $S$ the area and colons denoting normal order. The trial state is
\begin{equation}
|X\rangle=\sum_{\mathbf k}\phi(\mathbf k)c^\dagger_{c\mathbf k}c_{v\mathbf k}|0\rangle,
\end{equation}
where $|0\rangle$ has a full valence and an empty conduction band. This ansatz leaves out virtual states with additional pairs.

To pass from the pair at $\mathbf k'$ to the pair at $\mathbf k\ne\mathbf k'$, the conduction electron moves from $\mathbf k'$ to $\mathbf k$. A valence electron moves from $\mathbf k$ into the empty state at $\mathbf k'$. The operator gives
\begin{align}
c^\dagger_{c\mathbf k}c^\dagger_{v\mathbf k'}c_{v\mathbf k}c_{c\mathbf k'}
\,c^\dagger_{c\mathbf k'}c_{v\mathbf k'}|0\rangle
&=c^\dagger_{c\mathbf k}c^\dagger_{v\mathbf k'}c_{v\mathbf k}c_{v\mathbf k'}|0\rangle\nonumber\\
&=-c^\dagger_{c\mathbf k}c^\dagger_{v\mathbf k'}c_{v\mathbf k'}c_{v\mathbf k}|0\rangle
=-c^\dagger_{c\mathbf k}c_{v\mathbf k}|0\rangle .
\end{align}
The first equality uses the empty conduction band. The minus sign comes from exchanging two annihilation operators, and the last equality holds because $v\mathbf k'$ is occupied. The two density operators can play either role, which cancels the factor $1/2$ in $H_U$.

A second process annihilates the pair at $\mathbf k'$ and creates it at $\mathbf k$. Its long-wavelength amplitude contains $\langle u_{c\mathbf k}|u_{v\mathbf k}\rangle=0$ and vanishes at zero total momentum. Exchange at atomic distances is neglected. Of the two 2p states only $m=-\tau$ has components of zero angular momentum, so this term need not shift both equally; in the monolayer example below each such component has about 2 per cent of the 1s density at $r=0$. The interaction of each particle with the filled band is taken to be included in the quasiparticle gap and velocity.

Write $V(q)=-U(q)$ for the electron-hole potential energy. Replacing the sum over $\mathbf k'$ by an integral gives
\begin{equation}
(E_c-E_v)\phi(\mathbf k)+\int\!\frac{d^2k'}{(2\pi)^2}V(|\mathbf k-\mathbf k'|)
F(\mathbf k,\mathbf k')\phi(\mathbf k')=E\phi(\mathbf k),
\label{bse}
\end{equation}
\begin{equation}
F(\mathbf k,\mathbf k')=\langle u_{c\mathbf k}|u_{c\mathbf k'}\rangle
\langle u_{v\mathbf k'}|u_{v\mathbf k}\rangle .
\label{Fdef}
\end{equation}
In components, $F=\sum_{ij}[u_{c,i}u^*_{v,j}]^*_{\mathbf k}[u_{c,i}u^*_{v,j}]_{\mathbf k'}$. The potential therefore acts locally on each component in \eqref{four}, as was used for the spring.

\subsection{Spinors and the expansion of the overlaps}

Define $\theta$ by $\tan\theta=2ak$, with $0\le\theta<\pi/2$, and set $c=\cos(\theta/2)$, $s=\sin(\theta/2)$. By \eqref{offdiag},
\begin{equation}
H_\tau=\frac{E_g}{2}\sqrt{1+4a^2k^2}
\begin{pmatrix}\cos\theta&\tau e^{-i\tau\varphi}\sin\theta\\
\tau e^{i\tau\varphi}\sin\theta&-\cos\theta\end{pmatrix}.
\end{equation}
The normalized eigenvectors are
\begin{equation}
u_c=\begin{pmatrix}c\\ \tau s e^{i\tau\varphi}\end{pmatrix},\qquad
u_v=\begin{pmatrix}-\tau s e^{-i\tau\varphi}\\ c\end{pmatrix}.
\label{spinor}
\end{equation}
For $u_c$, the first row of the matrix gives $c\cos\theta+s\sin\theta=\cos(\theta-\theta/2)=c$. The second gives $\tau e^{i\tau\varphi}(c\sin\theta-s\cos\theta)=\tau e^{i\tau\varphi}s$. The eigenvalue of the matrix is thus $+1$. The same identities give $-1$ for $u_v$.

This phase choice is smooth at $\mathbf k=0$, since $s$ vanishes where $\varphi$ is undefined. It also fixes the meaning of $m$: the lowest s exciton has $m=0$. Multiplying a spinor by $e^{in\varphi}$ would relabel $m$ but leave every energy unchanged.

With primes for quantities at $\mathbf k'$, the two overlaps are equal:
\begin{align}
\langle u_{c\mathbf k}|u_{c\mathbf k'}\rangle&=cc'+ss'e^{i\tau(\varphi'-\varphi)},\\
\langle u_{v\mathbf k'}|u_{v\mathbf k}\rangle&=ss'e^{i\tau\varphi'}e^{-i\tau\varphi}+cc' .
\end{align}
For small $ak$, $s=ak+O(a^3k^3)$ and $c=1-a^2k^2/2+O(a^4k^4)$. Each overlap becomes
\begin{align}
&1-\tfrac12a^2(k^2+k'^2)+a^2kk'\left[\cos(\varphi'-\varphi)+i\tau\sin(\varphi'-\varphi)\right]\nonumber\\
&\qquad=1-\tfrac12a^2|\mathbf k-\mathbf k'|^2+i\tau a^2(\mathbf k\times\mathbf k')_z .
\label{one}
\end{align}
Here $kk'\cos(\varphi'-\varphi)=\mathbf k\cdot\mathbf k'$ completes the square, and $kk'\sin(\varphi'-\varphi)=k_xk'_y-k_yk'_x$. The product of two equal factors is
\begin{equation}
F=1-a^2|\mathbf k-\mathbf k'|^2+2i\tau a^2(\mathbf k\times\mathbf k')_z+O(a^4k^4).
\label{F}
\end{equation}
For numerically diagonalized spinors, halving both wavevectors reduced the difference between the two sides by a factor 15.94. A fourth-order remainder gives 16 in the limit of small $k$.

\subsection{The correction in real space}

We use $\psi(\mathbf r)=\int e^{i\mathbf k\cdot\mathbf r}\phi(\mathbf k)d^2k/(2\pi)^2$ and $V(q)=\int e^{-i\mathbf q\cdot\mathbf r}V(r)d^2r$. With $\mathbf q=\mathbf k-\mathbf k'$, the leading term of \eqref{F} gives $V(r)\psi(\mathbf r)$. Since $\nabla$ acting on $V$ corresponds to $i\mathbf q$, the second term gives
\begin{equation}
-a^2q^2V(q)\ \longrightarrow\ a^2\nabla^2V(r).
\end{equation}
For the third term, $\mathbf k=\mathbf k'+\mathbf q$ gives $\mathbf k\times\mathbf k'=\mathbf q\times\mathbf k'$, because $\mathbf k'\times\mathbf k'=0$. The factor $i\mathbf qV(q)$ becomes $\nabla V$, while $\mathbf k'$ acts on the pair function as $-i\nabla$. Hence
\begin{align}
2i\tau a^2(\mathbf q\times\mathbf k')_zV(q)
\ \longrightarrow\ &2\tau a^2[\nabla V\times(-i\nabla)]_z\nonumber\\
&=2\tau a^2\frac{V'(r)}{r}[\mathbf r\times(-i\nabla)]_z
=2\tau a^2\frac{V'(r)}{r}\ell,
\label{orbit}
\end{align}
where $\ell=-i\partial_\vartheta$ and $\vartheta$ is the polar angle of $\mathbf r$. The second line uses $\nabla V=V'\mathbf r/r$.

A Gaussian case fixes the sign and factor. Take $V=-e^{-r^2/2}$ and $\phi\propto(k_x+ik_y)e^{-k^2/2}$, whose density is proportional to $r^2e^{-r^2}$. Then
\begin{equation}
\left\langle\frac{V'}r\right\rangle
=\frac{\int_0^\infty r^3e^{-3r^2/2}dr}{\int_0^\infty r^3e^{-r^2}dr}
=\left(\frac23\right)^2=\frac49 .
\end{equation}
The double momentum sum of $i(\mathbf k\times\mathbf k')_zV(q)$ gives 0.444444. The corresponding sum of $-q^2V(q)$ gives 0.296296, the same as the real-space average of $\nabla^2V$.

The pair energy must be expanded to the same order:
\begin{equation}
E_c-E_v=E_g\sqrt{1+4a^2k^2}
=E_g+2E_ga^2k^2-2E_ga^4k^4+\cdots .
\label{pairenergy}
\end{equation}
The quadratic term defines the reduced mass through
\begin{equation}
\frac{\hbar^2}{2\mu}=2E_ga^2,\qquad \frac1\mu=\frac{4v^2}{E_g}.
\label{mass}
\end{equation}
The quartic term is then $-a^2k^2$ times the parabolic kinetic energy. At fixed $\mu$ and $V$, the pair Hamiltonian to first order in $a^2$ is
\begin{equation}
H_X=E_g+\frac{\hbar^2k^2}{2\mu}+V-a^2\frac{\hbar^2k^4}{2\mu}
+a^2\nabla^2V+2\tau a^2\frac{V'}r\ell .
\label{HX}
\end{equation}
The first two corrections are even in angular momentum, and the third is odd.

\subsection{Why the odd term is a Berry-curvature term}

The Berry connection of the conduction band is $\mathbf A_c=i\langle u_c|\nabla_ku_c\rangle$. In \eqref{spinor} the derivatives of $c$ and $s$ cancel, because $c\nabla c+s\nabla s=\tfrac12\nabla(c^2+s^2)=0$. The phase gives
\begin{equation}
\mathbf A_c=i s^2(i\tau\nabla_k\varphi)=-\frac{\tau s^2}{k}\hat{\boldsymbol\varphi}.
\end{equation}
Its curl is the curvature. With $s^2=(1-\cos\theta)/2$ and $\cos\theta=(1+4a^2k^2)^{-1/2}$,
\begin{equation}
\Omega_c=-\frac{\tau}{k}\frac{d(s^2)}{dk}
=-\frac{2\tau a^2}{(1+4a^2k^2)^{3/2}} .
\label{curv}
\end{equation}
For the valence band the phase has the opposite sign, so $\mathbf A_v=-\mathbf A_c$ and $\Omega_v=-\Omega_c$. At the band edge $\Omega_c=-2\tau a^2$. The Berry phase around a small square, which does not depend on the phase choice, gives $-1.9998a^2$ for $\tau=+1$ when divided by the area of the square in $\mathbf k$ space. The odd term of \eqref{HX} is therefore
\begin{equation}
H_\Omega=-\Omega_c(0)\,(\nabla V\times\mathbf k)_z .
\label{HOmega}
\end{equation}

The connection also gives a mechanical reading. Projection changes the relative position from $i\nabla_k$ to $i\nabla_k+\mathbf A_c-\mathbf A_v$. Near the band edge the added displacement is $-2\tau a^2\hat{\mathbf z}\times\mathbf k$, perpendicular to the wavevector. To first order it changes the potential energy by
\begin{equation}
-2\tau a^2\nabla V\cdot(\hat{\mathbf z}\times\mathbf k)
=2\tau a^2(\nabla V\times\mathbf k)_z,
\end{equation}
which is \eqref{HOmega}. In this two-band model electron and hole supply equal displacements. Equation \eqref{one} shows the same division, because each overlap carries half of the cross-product term. A code that dresses only the electron with its spinor obtains half of the leading splitting.

\section{Second half: the 2p doublet and its numerical size}

\subsection{What is carried over}

The valley index is $\tau=\pm1$, the gap is $E_g$, and $a=\hbar v/E_g$. The reduced mass obeys $\hbar^2/2\mu=2E_ga^2$. The attractive potential energy is $V(r)$, and $m$ is the angular momentum of the amplitude $\phi=f(k)e^{im\varphi}$ in the phase convention that is smooth at the band edge. To first order in $a^2$, the Hamiltonian of relative motion measured from the gap is
\begin{equation}
H=\frac{\hbar^2k^2}{2\mu}+V-a^2\frac{\hbar^2k^4}{2\mu}
+a^2\nabla^2V+2\tau a^2\frac{V'}r\ell .
\label{carried}
\end{equation}
The last term contains the band-edge curvature $\Omega_c=-2\tau a^2$. Without expansion, the pair has four orbital components. Up to sign their radial amplitudes are $c^2f$, $csf$ twice, and $s^2f$, with angular momenta $m$, $m+\tau$ and $m+2\tau$. Here $c=\cos(\theta/2)$, $s=\sin(\theta/2)$ and $\tan\theta=2ak$.

\subsection{Splitting and order in each valley}

Without the corrections, the two 2p functions are $R(r)e^{\pm i\vartheta}$ with the same normalized radial function. The model is isotropic, so no term in \eqref{carried} mixes them. First-order perturbation theory then needs only the diagonal elements. The even terms shift both levels equally, and $\ell=m$ in the last term gives
\begin{equation}
\boxed{\Delta_\tau\equiv E_\tau(2p,+1)-E_\tau(2p,-1)
=4\tau a^2\left\langle\frac{V'}r\right\rangle_{2p}.}
\label{main}
\end{equation}
If the attraction weakens steadily with distance, $V'>0$. The state $m=+1$ is then higher for $\tau=+1$ and lower for $\tau=-1$.

The reversal does not depend on the expansion. Changing $\tau$ replaces the overlap factor $F$ by its complex conjugate, while the band energies and $V(q)$ stay real and unchanged. If $\phi$ solves the pair equation in one valley, $\phi^*$ solves it in the other with the same energy. Conjugation changes $m$ to $-m$, so within this projected model $E_\tau(m)=E_{-\tau}(-m)$.

The four components show the origin of the splitting in real space. To leading order, each of the two small components is, up to a phase,
\begin{equation}
a(\partial_x+i\tau\partial_y)R e^{im\vartheta}
=a e^{i(m+\tau)\vartheta}\left(R'-\frac{\tau m}{r}R\right).
\label{small}
\end{equation}
For $m=-\tau$ this is an s-like function proportional to $R'+R/r$. It is finite at the origin, where $R\propto r$. For $m=+\tau$ it has angular momentum $2\tau$ and is proportional to $R'-R/r$, which vanishes there. The first state has more weight where the attraction is strong. Subtracting the potential energies of the two small components for $\tau=+1$ gives
\begin{align}
\Delta_+&=2a^2\int_0^\infty2\pi r\,V\left[\left(R'-\frac Rr\right)^2
-\left(R'+\frac Rr\right)^2\right]dr\nonumber\\
&=-8\pi a^2\int_0^\infty V\,\frac{d(R^2)}{dr}\,dr
=8\pi a^2\int_0^\infty V'R^2\,dr .
\end{align}
The square bracket is $-4RR'/r$. The boundary term vanishes because $R^2V\to0$ at both ends for the potentials used here. Since $\langle V'/r\rangle=2\pi\int V'R^2dr$, the result agrees with \eqref{main}.

The doublet can be addressed from the 1s exciton by a uniform infrared field. The operator $x\pm iy$ changes $m$ by $\pm1$. The Berry connection added to position by projection is also a vector and obeys the same rule. A field rotating in one sense therefore reaches the upper 2p state in one valley and the lower 2p state in the other.

To first order in $a^2$, band-edge Berry curvature splits the 2p doublet by $4\tau a^2\langle V'/r\rangle_{2p}$, and the order of the two levels reverses between valleys. It remains to evaluate this splitting for Coulomb and screened monolayer potentials, and to examine its accuracy and the effects the model leaves out.

All numerical values are calculated from the stated model.
